# Nucleation barrier and critical radius of coherent dopant precipitates, part 2

A semiconductor crystal holds more dissolved donors than it can keep in solution at temperature \(T\). The excess can form neutral precipitates of fixed composition. We seek the size beyond which a precipitate grows of its own accord, and the free energy needed to reach it.

The precipitate is a coherent sphere of radius \(r\), measured in the undeformed matrix, with volume \(v\) per dopant. Its interface free energy \(\gamma\) per undeformed area is independent of direction and of \(r\). The external pressure is zero. The algebra uses atomic units with Boltzmann's constant \(k\) kept; the final formulas work equally well in eV and Å.

The donors have concentration \(c\) and are all singly ionized. The carriers are nondegenerate, with electron density \(n\) and hole density \(p\). With band edges \(E_c\), \(E_v\) and effective densities of states \(N_c\), \(N_v\), part (a) gave

\[
np=N_cN_v\,e^{-(E_c-E_v)/kT}\equiv n_i^2 ,
\]

\[
n(c)=\frac c2+\sqrt{\frac{c^2}{4}+n_i^2},
\]

so \(n^2-cn=n_i^2\). Let \(c_{\rm eq}\) be the concentration in equilibrium with a flat, unstrained precipitate, and \(n_{\rm eq}=n(c_{\rm eq})\). The driving force per dopant, from part (b), is

\[
\boxed{\;\Delta\mu=kT\ln\frac{c}{c_{\rm eq}}+kT\ln\frac{n(c)}{n(c_{\rm eq})}\;}
\]

With no other dopant present, it lies between 1 and 2 times the neutral value \(kT\ln(c/c_{\rm eq})\).

The precipitate has bulk modulus \(K\) and linear misfit \(\varepsilon\); the matrix has shear modulus \(G\). Both are linear and isotropic. Part (c) gave the constrained strain

\[
\alpha=\frac{3K}{3K+4G}\,\varepsilon ,
\]

and part (d) the strain energy per precipitate volume,

\[
\boxed{\;g=\frac{18KG\,\varepsilon^2}{3K+4G}\;}
\]

of which the matrix stores the share \(3K/(3K+4G)\).

Part (e) now asks for the free energy \(\Delta G(r)\) needed to form one precipitate in a crystal so large that \(c\) stays constant, for its maximum, and for the condition under which there is one.

**Solution.** The sphere holds \(N=4\pi r^3/(3v)\) dopants. Each releases \(\Delta\mu\), so the chemical term is \(-N\Delta\mu\). Adding the strain and interface energies gives

\[
\Delta G(r)=-\frac{4\pi}{3}r^3A+4\pi r^2\gamma,\qquad
A=\frac{\Delta\mu}{v}-g .
\]

\(A\) is the net driving force per volume. The derivative is

\[
\frac{d\Delta G}{dr}=-4\pi r^2A+8\pi r\gamma=4\pi r\,(2\gamma-rA).
\]

If \(A\le0\), this is positive for every \(r>0\). The free energy then rises without end, and there is no finite critical radius. If \(A>0\), the derivative vanishes at one positive radius,

\[
\boxed{\;r^*=\frac{2\gamma}{\Delta\mu/v-g}\;}
\]

The second derivative there is \(-8\pi r^*A+8\pi\gamma=-16\pi\gamma+8\pi\gamma=-8\pi\gamma\). It is negative, so this is a maximum. Inserting \(r^*=2\gamma/A\),

\[
\Delta G^*=-\frac{4\pi}{3}\,\frac{8\gamma^3}{A^2}+4\pi\,\frac{4\gamma^3}{A^2}
=\left(16-\frac{32}{3}\right)\frac{\pi\gamma^3}{A^2},
\]

\[
\boxed{\;\Delta G^*=\frac{16\pi\gamma^3}{3\,(\Delta\mu/v-g)^2}\;}
\]

A precipitate smaller than \(r^*\) lowers its free energy by dissolving, and a larger one by growing. Thermal fluctuations must carry a particle up to \(r^*\), and \(\Delta G^*\) is the free energy they must supply. A nucleation rate contains the factor \(e^{-\Delta G^*/kT}\) when the fluctuations follow a Boltzmann distribution. It also needs a kinetic prefactor, which this derivation does not give.

Since \(A=2\gamma/r^*\), the barrier can be written in two other ways. With \(N^*=4\pi r^{*3}/(3v)\),

\[
\Delta G^*=\frac{4\pi}{3}r^{*2}\gamma=\frac12N^*vA .
\]

The first form says that the barrier is one third of the interface energy at the critical radius. The net volume term cancels the other two thirds.

The response to a small error in the driving force also takes a simple form. At fixed \(\gamma\), \(v\) and \(g\),

\[
\frac{\partial\Delta G^*}{\partial\Delta\mu}
=-\frac{2\Delta G^*}{A}\,\frac1v=-N^* .
\]

An error in \(\Delta\mu\) is thus multiplied by the number of dopants in the nucleus. An error in \(\gamma\) enters through the third power: a value 10% higher raises the barrier by the factor \(1.1^3\approx1.33\).

### (f) How does coherency change the solubility?

Find the concentration \(c_{\rm coh}\) below which a coherent sphere of any size tends to dissolve. Then find the concentration \(c_r\) at which a precipitate of given radius \(r\) neither grows nor shrinks.

**Solution.** The coherent limit is \(A=0\), or \(\Delta\mu(c_{\rm coh})=vg\). Taking the exponential of the driving force gives

\[
c\,n=P,\qquad P=c_{\rm eq}n_{\rm eq}\,e^{vg/kT}.
\]

The relation \(n^2-cn=n_i^2\) becomes \(n^2=P+n_i^2\). With \(c=P/n\),

\[
\boxed{\;c_{\rm coh}=\frac{P}{\sqrt{P+n_i^2}}\;}
\]

Without strain, \(P=c_{\rm eq}n_{\rm eq}\). Then \(P+n_i^2=n_{\rm eq}^2\), and \(c_{\rm coh}=c_{\rm eq}\), as it must be.

Between \(c_{\rm eq}\) and \(c_{\rm coh}\), the solution is supersaturated with respect to an unstrained precipitate but not a coherent sphere. A coherent sphere cannot lower the free energy there, whatever its size. Precipitation would need a lower strain energy, for example through dislocations at the interface or, if the precipitate has a smaller shear modulus than the matrix, through a flattened shape.

Just above \(c_{\rm coh}\), \(\Delta\mu-vg\) is proportional to \(c-c_{\rm coh}\) to leading order, because \(\Delta\mu\) increases smoothly with \(c\). The critical radius then diverges as \(1/(c-c_{\rm coh})\), and the barrier as \(1/(c-c_{\rm coh})^2\).

For a finite precipitate, the condition \(d\Delta G/dr=0\) reads \(A=2\gamma/r\), or

\[
\Delta\mu(c_r)=v\left(g+\frac{2\gamma}{r}\right).
\]

The same algebra applies with a larger exponent:

\[
c_r=\frac{P_r}{\sqrt{P_r+n_i^2}},\qquad
P_r=c_{\rm eq}n_{\rm eq}\exp\left[\frac{v}{kT}\left(g+\frac{2\gamma}{r}\right)\right].
\]

Small precipitates thus require a higher surrounding concentration. The balance is unstable when \(c\) is held fixed, since it lies at the maximum of \(\Delta G\).

If \(c_{\rm eq}\) and \(c_r\) are both far above \(n_i\), then \(n\approx c\), and

\[
c_r\approx c_{\rm eq}\exp\left[\frac{v}{2kT}\left(g+\frac{2\gamma}{r}\right)\right].
\]

The factor 2 in the denominator comes from the electron. A given increase in \(c\) raises the chemical potential twice as much as for a neutral solute, so a smaller increase is enough.

### (g) Evaluate the barrier for a model donor

Take \(T=1000\) K, where \(kT=0.08617\) eV. The remaining values are round model parameters and do not describe a particular dopant:

- \(c=5\times10^{-6}\) and \(c_{\rm eq}=n_i=1\times10^{-6}\) Å\(^{-3}\)
- \(v=20\) Å\(^3\) and \(\gamma=0.02\) eV/Å\(^2\)
- \(\varepsilon=0.05\), \(K=0.60\) and \(G=0.40\) eV/Å\(^3\)

The host has 0.05 sites per Å\(^3\), so \(v\) is the volume of one site, and every site of the precipitate holds a dopant. Find the critical radius, the barrier and the coherent solubility limit.

**Solution.** The electron densities, in units of \(10^{-6}\) Å\(^{-3}\), are

\[
n(c)=2.5+\sqrt{6.25+1}=5.193,\qquad
n_{\rm eq}=0.5+\sqrt{0.25+1}=1.618 .
\]

The driving force per dopant is

\[
\Delta\mu=0.08617\left[\ln5+\ln\frac{5.193}{1.618}\right]\text{ eV}
=(0.1387+0.1005)\text{ eV}=0.2392\text{ eV}.
\]

This is 1.72 times the neutral value, between the limits 1 and 2 found in part (b).

The strain energy density is

\[
g=\frac{18(0.60)(0.40)(0.05)^2}{3(0.60)+4(0.40)}
=\frac{0.0108}{3.4}=0.003176\text{ eV/Å}^3 ,
\]

or 0.0635 eV per dopant. The matrix stores a share \(1.8/3.4=0.53\) of it. The net driving force is

\[
A=\frac{0.2392}{20}-0.003176=0.00878\text{ eV/Å}^3 .
\]

The critical radius and barrier follow:

\[
r^*=\frac{2(0.02)}{0.00878}\text{ Å}\approx4.555\text{ Å},\qquad
\Delta G^*=\frac{16\pi(0.02)^3}{3(0.00878)^2}\text{ eV}=1.74\text{ eV}.
\]

In atomic units these are 8.61 bohr and 0.0639 hartree. The barrier is \(20.2\,kT\), and the nucleus contains about 20 dopants. At the critical radius the chemical, strain and interface terms are

\[
(-4.733+1.257+5.214)\text{ eV}=1.738\text{ eV}.
\]

The negative chemical term cancels most of the sum of the other two. The barrier is one third of the interface energy, as part (e) requires.

For the coherent solubility limit, \(e^{vg/kT}=e^{0.0635/0.08617}=2.09\), and

\[
P=1.618\times2.09\times10^{-12}\text{ Å}^{-6}=3.38\times10^{-12}\text{ Å}^{-6}.
\]

Hence \(c_{\rm coh}=1.62\times10^{-6}\) Å\(^{-3}\). Coherency raises the solubility by about 62% over \(c_{\rm eq}\), but the chosen \(c\) is still well above it.

### (h) Which effects matter most, and when does the result fail?

Compare the barrier with its values without strain and for neutral dopants. Then examine the assumptions for a nucleus of this size.

**Solution.** Without strain, the net driving force is \(0.01196\) eV/Å\(^3\). The critical radius falls to 3.34 Å and the barrier to 0.94 eV. At fixed \(\gamma\) the barrier varies as \(A^{-2}\), so strain raises it by

\[
\left(\frac{0.01196}{0.00878}\right)^2\approx1.85 .
\]

For neutral dopants with the same \(c\), \(c_{\rm eq}\) and strain, the driving force is 0.1387 eV, and

\[
A=\frac{0.1387}{20}-0.003176=0.00376\text{ eV/Å}^3 .
\]

The critical radius becomes 10.6 Å and the barrier 9.5 eV, which is 5.5 times the value for ionized donors. The electron term supplies 42% of \(\Delta\mu\), but its effect is amplified: strain takes a fixed amount from the driving force, and the remainder enters squared. The neutral result also applies to ionized donors if another dopant keeps the electron density the same at \(c\) and \(c_{\rm eq}\). Co-doping can therefore change the barrier at unchanged supersaturation \(c/c_{\rm eq}\). It also shifts \(c_{\rm eq}\) itself, because equilibrium with the flat, unstrained precipitate fixes the product \(c_{\rm eq}n_{\rm eq}\).

**Carrier statistics.** The example takes \(2\times10^{-4}\) Å\(^{-3}\) for the effective density of states of each band, about 40 times \(n(c)\). At this electron density, Fermi-Dirac statistics place the Fermi level 0.0008 eV above the nondegenerate value. By the rule \(\delta\Delta G^*=-N^*\delta\Delta\mu\), a shift of this size in \(\Delta\mu\) would lower the barrier by about 0.016 eV, or 1%. The actual change is somewhat smaller, because \(\Delta\mu\) also contains the Fermi level at \(c_{\rm eq}\), which shifts in the same direction. At much heavier doping the logarithm of \(n\) must be replaced by the true shift of the Fermi level. Two other neglected effects are already larger than degeneracy at the example's concentration, \(5\times10^{18}\) cm\(^{-3}\), and they act in the opposite direction. An isolated donor level 0.045 eV below \(E_c\), with spin degeneracy 2, would leave about 7% of the donors un-ionized at \(c\) and 3% at \(c_{\rm eq}\). This lowers \(\Delta\mu\) by about 0.01 eV and raises the barrier to about 1.95 eV. Coulomb screening among ions, electrons and holes, estimated by Debye-Hückel theory with a dielectric constant of 11.7, lowers \(\Delta\mu\) by roughly 0.01 to 0.03 eV, depending on the short-range cutoff, and raises the barrier to between 1.9 and 2.5 eV. Both estimates are rough at this density, but they show that full ionization and noninteracting charges are not accurate to 1% here.

**Small size.** A radius of 4.6 Å is less than twice the length \(v^{1/3}=2.7\) Å associated with one site. A sharp interface, a constant \(\gamma\) and continuum elasticity are doubtful for about 20 dopants. The barrier of 1.74 eV is the result of this model; its digits do not measure its accuracy for a real cluster. Near \(c_{\rm coh}\) the nucleus is larger and the continuum description better founded, but the barrier is also much higher.

**Loss of coherency.** Suppose an incoherent precipitate of the same phase has no strain energy but a higher interface energy \(\gamma'\). Its barrier is \(16\pi\gamma'^3/[3(\Delta\mu/v)^2]\). This exceeds the coherent barrier when

\[
\left(\frac{\gamma'}{\gamma}\right)^3>
\left(\frac{\Delta\mu/v}{\Delta\mu/v-g}\right)^2=1.85,
\qquad\text{or}\qquad \gamma'>1.23\,\gamma .
\]

If \(\gamma'=2\gamma\), for instance, the incoherent barrier is \(8\times0.937\approx7.5\) eV, and the coherent nucleus is strongly favoured. Growth changes the comparison, because strain energy scales with volume and interface energy with area. The two forms have equal free energy when

\[
\frac{4\pi}{3}r^3g=4\pi r^2(\gamma'-\gamma)
\quad\Longrightarrow\quad
r=\frac{3(\gamma'-\gamma)}{g}.
\]

For \(\gamma'=2\gamma\) this gives about 19 Å. Beyond that radius the incoherent form has the lower free energy, although the transition may face a barrier of its own. A precipitate can thus nucleate coherently and lose coherency later.

**Constant concentration.** The nucleus holds as many dopants as the volume \(N^*/c\approx4\times10^6\) Å\(^3\) of solution, a sphere of radius about 98 Å. The crystal must supply far more than this for each growing precipitate. Once many precipitates have grown, \(c\) falls, \(\Delta\mu\) decreases, and both \(r^*\) and the barrier rise. As long as the precipitates stay coherent and spherical, precipitation can bring the active concentration no lower than \(c_{\rm coh}\) within this model. Large precipitates that have lost their strain allow it to approach \(c_{\rm eq}\).

**Elasticity.** Linear elasticity neglects corrections to the strain energy whose relative size is \(\varepsilon\) times a factor that depends on the materials. This model does not give that factor. Crystals such as silicon are also elastically anisotropic. For them, \(g\) from isotropic moduli is an approximation. A sphere also need not be the shape of lowest free energy. Even in isotropic materials, flattening lowers the strain energy per volume if the precipitate has a smaller shear modulus than the matrix, although it adds interface area.

The full set of values for the example is in the numerical output below.

## Values computed for the example and the checks

```
temperature                         1000 K
kT                                  0.08617 eV
dissolved dopants c                 5.000e-06 A^-3
flat-interface solubility c_eq      1.000e-06 A^-3
intrinsic carrier density           1.000e-06 A^-3
host site density                   0.050 A^-3
band density of states (each band)  2.000e-04 A^-3
band gap implied by these           0.9131 eV
volume per precipitated dopant      20.0 A^3
interfacial energy                  0.020 eV/A^2
linear misfit                       0.050 (no unit)
precipitate bulk modulus            0.60 eV/A^3
matrix shear modulus                0.40 eV/A^3
supersaturation c/c_eq              5.000 (no unit)
electron density at c               5.1926e-06 A^-3
electron density at c_eq            1.6180e-06 A^-3
dopant part of driving force        0.1387 eV
electron part of driving force      0.1005 eV
total driving force per dopant      0.2392 eV
Fermi level shift from degeneracy   0.00079 eV
constrained strain alpha            0.02647 (no unit)
share of strain energy in matrix    0.5294 (no unit)
strain energy density               0.003176 eV/A^3
strain energy per dopant            0.0635 eV
chemical driving force density      0.011959 eV/A^3
net driving force density           0.008782 eV/A^3
coherent solubility limit           1.6156e-06 A^-3
critical radius                     4.555 A
critical radius, converted          8.607 bohr
dopants in critical nucleus         19.8 (count)
chemical term at critical radius    -4.733 eV
strain term at critical radius      1.257 eV
surface term at critical radius     5.214 eV
barrier                             1.738 eV
barrier, converted                  0.06387 hartree
barrier / kT                        20.17 (no unit)
no strain: critical radius          3.345 A
no strain: barrier                  0.937 eV
neutral dopants: critical radius    10.644 A
neutral dopants: barrier            9.491 eV
barrier ratio, strain / no strain   1.854 (no unit)
barrier ratio, neutral / ionized    5.461 (no unit)
```
